# Hyperfine enhancement of the radio-frequency field and ENDOR pair intensities: verification in Python

```python
"""Hyperfine enhancement of the radio-frequency (RF) field in ENDOR.

Result under test: for S = I = 1/2 with isotropic coupling a, a nucleus in the
electron manifold m_S responds to an RF field multiplied by
    E(m_S) = 1 - m_S*a/nu_I,
and Davies ENDOR line heights are sin^2(pi*nu_nut*t), nu_nut = b*nu_I*|E|/2.
H0 = nu_e Sz - nu_I Iz + S.A.I ;  RF term: sin(2 pi nu t) * b*(nu_e Sx - nu_I Ix)
b = B2/B0 (RF amplitude over static field). Frequencies in MHz, times in us.
State order: (electron, nucleus) = alpha alpha, alpha beta, beta alpha, beta beta.
"""
import numpy as np
from scipy.constants import physical_constants as pc, h
from scipy.spatial.transform import Rotation

B0, B2 = 0.35, 1.0e-3          # tesla
b = B2 / B0
g_e = abs(pc['electron g factor'][0])
g_p = pc['proton g factor'][0]
nu_e = g_e * pc['Bohr magneton'][0] * B0 / h / 1e6
nu_I = g_p * pc['nuclear magneton'][0] * B0 / h / 1e6

sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.diag([0.5, -0.5]).astype(complex)
one = np.eye(2)
Sx, Sy, Sz = [np.kron(s, one) for s in (sx, sy, sz)]
Ix, Iy, Iz = [np.kron(one, s) for s in (sx, sy, sz)]
V = b * (nu_e * Sx - nu_I * Ix)
AA, AB, BA, BB = range(4)


def hamiltonian(a_perp, a_par):
    return (nu_e * Sz - nu_I * Iz + a_perp * (Sx @ Ix + Sy @ Iy)
            + a_par * Sz @ Iz)


def labelled_states(H0):
    """Eigenpairs ordered by dominant product state, dominant part positive."""
    w, v = np.linalg.eigh(H0)
    order = [int(np.argmax(abs(v[k]))) for k in range(4)]
    assert sorted(order) == [0, 1, 2, 3]
    w, v = w[order], v[:, order]
    phases = np.diag(v) / abs(np.diag(v))
    return w, v / phases


def diagonalized(a_perp, a_par):
    """Signed nuclear frequencies and enhancements (alpha, beta)."""
    w, v = labelled_states(hamiltonian(a_perp, a_par))
    M = v.conj().T @ V @ v
    bare = -b * nu_I / 2
    freq = np.array([w[AB] - w[AA], w[BB] - w[BA]])
    enh = np.array([M[AA, AB].real, M[BB, BA].real]) / bare
    return freq, enh


def first_order(a):
    return np.array([1 - a / (2 * nu_I), 1 + a / (2 * nu_I)])


def period_propagator(H0, nu, steps=8192):
    """Propagator over one RF period, from the full oscillating Hamiltonian."""
    dt = 1 / (nu * steps)
    t = (np.arange(steps) + 0.5) * dt
    H = H0 + np.sin(2 * np.pi * nu * t)[:, None, None] * V
    w, v = np.linalg.eigh(H)
    U = (v * np.exp(-2j * np.pi * w * dt)[:, None, :]) @ v.conj().swapaxes(1, 2)
    while len(U) > 1:
        U = U[1::2] @ U[0::2]
    return U[0]


def simulated_nutation(U, states, pair, nu):
    """Nutation frequency from the eigenphases of the period propagator."""
    lam, vec = np.linalg.eig(states.conj().T @ U @ states)
    weight = (abs(vec[list(pair)])**2).sum(axis=0)
    i, j = np.argsort(weight)[-2:]
    return abs(np.angle(lam[i] / lam[j])) * nu / (2 * np.pi)


def simulated_davies(U, states, periods):
    """Fractional echo change after selective inversion and an RF pulse."""
    p = np.array([-0.5, -0.5, 0.5, 0.5])
    p[[AA, BA]] = p[[BA, AA]]
    echo_off = p[BA] - p[AA]
    Un = np.linalg.matrix_power(states.conj().T @ U @ states, periods)
    q = abs(Un)**2 @ p
    return (echo_off - (q[BA] - q[AA])) / echo_off


pairs = [(AA, AB), (BA, BB)]
a_weak, a_strong = 20.0, 80.0

# Frequencies, matrix elements, commutator relation and driven nutation
worst_nutation = 0.0
for a in (a_weak, a_strong, -a_weak):
    H0 = hamiltonian(a, a)
    freq, enh = diagonalized(a, a)
    E1 = first_order(a)
    assert np.all(abs(freq - nu_I * E1) < 1.5 * a**2 / (4 * nu_e))
    assert np.all(abs(enh - E1) < 1.5 * abs(a) / (2 * nu_e))
    phi = 0.5 * np.arctan2(a, nu_e + nu_I)
    c, s = np.cos(phi), np.sin(phi)
    assert np.allclose(enh, [c - nu_e / nu_I * s, c + nu_e / nu_I * s], atol=1e-8)
    assert np.allclose(enh, freq / nu_I * np.array([c + s, c - s]), atol=1e-8)
    Fy = Sy + Iy
    assert np.allclose(V, -1j * b * (Fy @ H0 - H0 @ Fy), atol=1e-9)
    assert np.argmax(abs(freq)) == np.argmax(abs(enh))
    _, states = labelled_states(H0)
    for k in range(2):
        nu = abs(freq[k])
        nut = simulated_nutation(period_propagator(H0, nu), states, pairs[k], nu)
        E_driven = nut / (b * nu_I / 2)
        worst_nutation = max(worst_nutation, abs(E_driven - abs(E1[k])))
        assert abs(E_driven - abs(enh[k])) < 1e-3
        assert abs(E_driven - abs(E1[k])) < 1.5 * abs(a) / (2 * nu_e) + 1e-4

freq, enh = diagonalized(a_weak, a_weak)
E1 = first_order(a_weak)
phi_weak = 0.5 * np.arctan2(a_weak, nu_e + nu_I)

# Classical electron vector driven by the RF field
classical, following = [], []
for k, m in enumerate((0.5, -0.5)):
    nu, steps = abs(freq[k]), 16384
    dt = 1 / (nu * steps)
    tm = (np.arange(steps) + 0.5) * dt
    field = np.column_stack([b * np.sin(2 * np.pi * nu * tm),
                             np.zeros(steps), np.ones(steps)])
    turns = Rotation.from_rotvec(2 * np.pi * nu_e * dt * field).as_matrix()
    spin, trace = np.array([0.0, 0.0, m]), np.empty(steps)
    for n in range(steps):
        spin = turns[n] @ spin
        trace[n] = spin[0]
    amp = 2 * np.mean(trace * np.sin(2 * np.pi * nu * (tm + dt / 2)))
    following.append(amp / (m * b))
    classical.append((-nu_I * b + a_weak * amp) / (-nu_I * b))
assert np.allclose(following, 1, atol=1e-3)
assert np.allclose(classical, E1, atol=1e-3)

# Davies ENDOR line heights for several pulse lengths
nut_bare = b * nu_I / 2
nut = nut_bare * abs(E1)
pulses = [("short", 2.0), ("pi on beta line", 1 / (2 * nut[1])),
          ("pi for bare proton", 1 / (2 * nut_bare)),
          ("2pi on beta line", 1 / nut[1])]
H0 = hamiltonian(a_weak, a_weak)
_, states = labelled_states(H0)
props = [period_propagator(H0, abs(f)) for f in freq]
worst_davies, sim_heights = 0.0, {}
for name, t in pulses:
    sim = []
    for k in range(2):
        n = int(round(t * abs(freq[k])))
        t_n = n / abs(freq[k])
        sim.append(simulated_davies(props[k], states, n))
        dev = abs(sim[k] - np.sin(np.pi * nut[k] * t_n)**2)
        worst_davies = max(worst_davies, dev)
    sim_heights[name] = sim
assert worst_davies < 0.005
# durations are rounded to whole RF periods, hence the tolerance
equal = np.cos(np.pi * a_weak / (4 * nu_I))**2
assert np.allclose(sim_heights["pi for bare proton"], equal, atol=0.01)
assert sim_heights["2pi on beta line"][0] > sim_heights["2pi on beta line"][1]
t_tiny = 1e-3
tiny = np.sin(np.pi * nut * t_tiny)**2
limit_ratio = (E1[1] / E1[0])**2
assert abs(tiny[1] / tiny[0] / limit_ratio - 1) < 1e-4

# Axial tensor, static field along its axis
A_perp, A_par = -4.0, 8.0
f_ax, e_ax = diagonalized(A_perp, A_par)
assert np.all(abs(f_ax - nu_I * first_order(A_par)) < 1.5 * A_perp**2 / (4 * nu_e))
assert np.all(abs(e_ax - first_order(A_perp)) < 1.5 * abs(A_perp) / (2 * nu_e))
assert f_ax[0] < f_ax[1] and e_ax[0] > e_ax[1]

print(f"Static field B0 = {B0:.3f} T; RF amplitude B2 = {B2*1e3:.2f} mT")
print(f"b = B2/B0 = {b:.6f}")
print(f"Electron frequency nu_e = {nu_e:.2f} MHz")
print(f"Proton frequency nu_I = {nu_I:.4f} MHz")
print(f"Isotropic coupling a = {a_weak:.1f} MHz; a/(2 nu_I) = {a_weak/(2*nu_I):.4f}")
print(f"Mixing: phi = {phi_weak:.6f} rad, sin(phi) = {np.sin(phi_weak):.6f}")
print(f"nu_e/nu_I = {nu_e/nu_I:.3f}")
for k, name in enumerate(("alpha", "beta")):
    print(f"{name} line: first-order frequency = {nu_I*E1[k]:.4f} MHz")
    print(f"{name} line: diagonalized frequency = {freq[k]:.4f} MHz")
    print(f"{name} line: E first order = {E1[k]:.4f}")
    print(f"{name} line: E from diagonalization = {enh[k]:.4f}")
    print(f"{name} line: E from classical torque = {classical[k]:.4f}")
    print(f"{name} line: electron following S_x/(m_S b) = {following[k]:.6f}")
    print(f"{name} line: nutation frequency = {nut[k]*1e3:.3f} kHz")
print(f"Bare proton nutation frequency = {nut_bare*1e3:.3f} kHz")
print(f"Weak-pulse height ratio beta/alpha = {limit_ratio:.2f}")
for name, t in pulses:
    ang = 360 * nut * t
    eta = np.sin(np.pi * nut * t)**2
    print(f"Pulse '{name}': length = {t:.2f} us")
    print(f"  flip angles alpha, beta = {ang[0]:.1f}, {ang[1]:.1f} degrees")
    print(f"  line heights alpha, beta = {eta[0]:.4f}, {eta[1]:.4f}")
print(f"Largest |simulated - formula| line height = {worst_davies:.5f}")
print(f"Largest |driven - first-order| E, all couplings = {worst_nutation:.5f}")
f_s, e_s = diagonalized(a_strong, a_strong)
E_s = first_order(a_strong)
print(f"Strong coupling a = {a_strong:.1f} MHz")
print(f"  |frequency| alpha, beta = {abs(f_s[0]):.3f}, {abs(f_s[1]):.3f} MHz")
print(f"  E first order alpha, beta = {E_s[0]:.4f}, {E_s[1]:.4f}")
print(f"  E diagonalized alpha, beta = {e_s[0]:.4f}, {e_s[1]:.4f}")
print(f"  weak-pulse ratio beta/alpha = {(E_s[1]/E_s[0])**2:.3f}")
print(f"Axial tensor A_perp = {A_perp:.1f} MHz, A_par = {A_par:.1f} MHz")
print(f"  frequency alpha, beta = {f_ax[0]:.4f}, {f_ax[1]:.4f} MHz")
print(f"  E diagonalized alpha, beta = {e_ax[0]:.4f}, {e_ax[1]:.4f}")
print(f"  weak-pulse ratio alpha/beta = {(e_ax[0]/e_ax[1])**2:.3f}")
print("verified")
```

Output:

```
Static field B0 = 0.350 T; RF amplitude B2 = 1.00 mT
b = B2/B0 = 0.002857
Electron frequency nu_e = 9808.73 MHz
Proton frequency nu_I = 14.9021 MHz
Isotropic coupling a = 20.0 MHz; a/(2 nu_I) = 0.6710
Mixing: phi = 0.001018 rad, sin(phi) = 0.001018
nu_e/nu_I = 658.211
alpha line: first-order frequency = 4.9021 MHz
alpha line: diagonalized frequency = 4.9123 MHz
alpha line: E first order = 0.3290
alpha line: E from diagonalization = 0.3300
alpha line: E from classical torque = 0.3290
alpha line: electron following S_x/(m_S b) = 0.999997
alpha line: nutation frequency = 7.003 kHz
beta line: first-order frequency = 24.9021 MHz
beta line: diagonalized frequency = 24.9123 MHz
beta line: E first order = 1.6710
beta line: E from diagonalization = 1.6700
beta line: E from classical torque = 1.6710
beta line: electron following S_x/(m_S b) = 1.000003
beta line: nutation frequency = 35.574 kHz
Bare proton nutation frequency = 21.289 kHz
Weak-pulse height ratio beta/alpha = 25.81
Pulse 'short': length = 2.00 us
  flip angles alpha, beta = 5.0, 25.6 degrees
  line heights alpha, beta = 0.0019, 0.0491
Pulse 'pi on beta line': length = 14.06 us
  flip angles alpha, beta = 35.4, 180.0 degrees
  line heights alpha, beta = 0.0926, 1.0000
Pulse 'pi for bare proton': length = 23.49 us
  flip angles alpha, beta = 59.2, 300.8 degrees
  line heights alpha, beta = 0.2441, 0.2441
Pulse '2pi on beta line': length = 28.11 us
  flip angles alpha, beta = 70.9, 360.0 degrees
  line heights alpha, beta = 0.3361, 0.0000
Largest |simulated - formula| line height = 0.00181
Largest |driven - first-order| E, all couplings = 0.00415
Strong coupling a = 80.0 MHz
  |frequency| alpha, beta = 24.935, 55.065 MHz
  E first order alpha, beta = -1.6842, 3.6842
  E diagonalized alpha, beta = -1.6801, 3.6800
  weak-pulse ratio beta/alpha = 4.785
Axial tensor A_perp = -4.0 MHz, A_par = 8.0 MHz
  frequency alpha, beta = 10.9025, 18.9025 MHz
  E diagonalized alpha, beta = 1.1340, 0.8660
  weak-pulse ratio alpha/beta = 1.715
verified
```
